# Coulomb Energies of j² in jj Coupling and Their J Ordering: verification in Python

```python
"""Coulomb energies of two equivalent electrons in pure jj coupling.

Result under test:
  E(J) = F^0 + sum_{k=2,4,..} f_k(J) F^k,   J = 0, 2, ..., 2j-1,
  (p3/2)^2: E(0) = F_0 + 5 F_2, E(2) = F_0 - 3 F_2, F_0 = F^0, F_2 = F^2/25;
  for j = 3/2, 5/2, 7/2 the level J = 2j-1 is lowest if F^2 > F^4 > F^6 > 0.
Symbols: F^k Slater integrals; C^k_q normalized spherical harmonics;
  c_k(m) = <jm|C^k_0|jm>; D, X = direct and exchange sums over all pairs
  m > m' with m + m' = M; f_k(J) = S_k(J) - S_k(J+1), S_k = D - X;
  zeta = spin-orbit constant in zeta l.s; a = Gaussian exponent.
The reference energies come from diagonalizing the complete 1/r12 matrix
made of Gaussian two-electron integrals, with no multipole expansion.
Atomic units are used throughout. j2 means 2j.
"""
from fractions import Fraction
from math import factorial, pi, sqrt
import numpy as np
from scipy.constants import physical_constants
from scipy.special import lpmv
from sympy import Rational
from sympy.physics.wigner import wigner_3j, wigner_6j
from pyscf import gto

EXPONENT = 0.1
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def frac(value):
    return str(Fraction(float(value)).limit_denominator(200000))


# ---------- derived formula: ladder relation and diagonal sums ----------
def diagonal_elements(j2, k):
    """c_k(m) for m = j, j-1, ..., -j."""
    x, w = np.polynomial.legendre.leggauss(24)
    density = (1 - x**2) ** ((j2 - 1) // 2)
    legendre = np.polynomial.legendre.legval(x, [0] * k + [1])
    stretched = np.sum(w * density * legendre) / np.sum(w * density)
    m_scaled = np.arange(j2, -j2 - 1, -2) / j2
    q_matrix, _ = np.linalg.qr(np.vander(m_scaled, k + 1, increasing=True))
    return q_matrix[:, k] / q_matrix[0, k] * stretched


def pair_sums(j2, k):
    """Direct and exchange sums, indexed by M = 0 ... 2j+1."""
    c = diagonal_elements(j2, k)
    j = j2 / 2
    m = np.arange(j2, -j2 - 1, -2) / 2
    j_plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    tensors = [np.diag(c)]
    for q in range(k):
        t = tensors[-1]
        tensors.append((j_plus @ t - t @ j_plus)
                       / sqrt(k * (k + 1) - q * (q + 1)))
    direct = np.zeros(j2 + 2)
    exchange = np.zeros(j2 + 2)
    for a in range(j2 + 1):
        for b in range(a + 1, j2 + 1):
            total_m = int(round(m[a] + m[b]))
            if total_m >= 0:
                direct[total_m] += c[a] * c[b]
                if b - a <= k:
                    exchange[total_m] += tensors[b - a][a, b] ** 2
    return direct, exchange


def coefficients(j2):
    """Array f[J/2, k/2 - 1] for J = 0, 2, ..., 2j-1 and k = 2, 4, ..., 2j-1."""
    table = np.zeros(((j2 + 1) // 2, (j2 - 1) // 2))
    for k in range(2, j2, 2):
        direct, exchange = pair_sums(j2, k)
        s = direct - exchange
        for J in range(0, j2, 2):
            table[J // 2, k // 2 - 1] = s[J] - s[J + 1]
    return table


def slater_integrals(l):
    """F^0, F^2, ..., F^(2l) of the radial function r^l exp(-a r^2)."""
    x, w = np.polynomial.legendre.leggauss(140)
    r_max = 16.0
    r, wr = (x + 1) * r_max / 2, w * r_max / 2
    t, wt = (x + 1) / 2, w / 2

    def p_squared(s):
        return s ** (2 * l + 2) * np.exp(-2 * EXPONENT * s**2)

    norm = np.sum(wr * p_squared(r))
    weight = (wr * p_squared(r)) @ p_squared(np.outer(r, t)) / norm**2
    return np.array([2 * np.sum(wt * weight * t**k)
                     for k in range(0, 2 * l + 1, 2)])


# ---------- reference: complete 1/r12 matrix in the spinor basis ----------
def complex_from_real(mol, l):
    """Overlaps of the program library's real orbitals with Y_lm, m = -l..l."""
    x, wx = np.polynomial.legendre.leggauss(14)
    phi = 2 * pi * np.arange(28) / 28
    cos_t, ph = [g.ravel() for g in np.meshgrid(x, phi, indexing="ij")]
    weights = np.repeat(wx, 28) * 2 * pi / 28
    sin_t = np.sqrt(1 - cos_t**2)
    points = np.column_stack([sin_t * np.cos(ph), sin_t * np.sin(ph), cos_t])
    real = mol.eval_gto("GTOval_sph", points)
    real = real / np.sqrt(weights @ real**2)
    harmonics = []
    for m in range(-l, l + 1):
        n = abs(m)
        y = (sqrt((2 * l + 1) / (4 * pi) * factorial(l - n) / factorial(l + n))
             * lpmv(n, l, cos_t) * np.exp(1j * n * ph))
        harmonics.append(y if m >= 0 else (-1) ** n * y.conj())
    u = (real * weights[:, None]).T @ np.array(harmonics).T
    assert np.allclose(u.conj().T @ u, np.eye(2 * l + 1), atol=1e-10)
    return u


def spinors(l, j2):
    """Components [spin, m_l, m_j] of the spin-angle functions."""
    result = np.zeros((2, 2 * l + 1, j2 + 1))
    for col, m2 in enumerate(range(-j2, j2 + 1, 2)):
        plus = sqrt((2 * l + 1 + m2) / (2 * (2 * l + 1)))
        minus = sqrt((2 * l + 1 - m2) / (2 * (2 * l + 1)))
        up, down = (plus, minus) if j2 == 2 * l + 1 else (-minus, plus)
        for spin, value, ml2 in ((0, up, m2 - 1), (1, down, m2 + 1)):
            if abs(ml2) <= 2 * l:
                result[spin, ml2 // 2 + l, col] = value
    return result


def coulomb_matrix(l, j2_list):
    """1/r12 among all determinants of the listed j levels of one shell."""
    mol = gto.M(atom="H 0 0 0", basis={"H": [[l, [EXPONENT, 1.0]]]},
                spin=1, verbose=0)
    n = 2 * l + 1
    eri = mol.intor("int2e_sph").reshape(n * n, n * n)
    u = complex_from_real(mol, l)
    s = np.concatenate([spinors(l, j2) for j2 in j2_list], axis=2)
    w = np.einsum("pm,sma->spa", u, s)
    size = w.shape[2]
    dens = np.einsum("spa,sqb->pqab", w.conj(), w).reshape(n * n, size**2)
    g = (dens.T @ eri @ dens).reshape(size, size, size, size)
    pairs = [(a, b) for a in range(size) for b in range(a + 1, size)]
    matrix = np.array([[g[a, c, b, d] - g[a, d, b, c] for c, d in pairs]
                       for a, b in pairs])
    return matrix, pairs


# ---------- coefficients against Racah algebra ----------
tables = {j2: coefficients(j2) for j2 in (3, 5, 7, 9)}
for j2, table in tables.items():
    j, half = Rational(j2, 2), Rational(1, 2)
    for k in range(2, j2, 2):
        reduced = (j2 + 1) ** 2 * wigner_3j(j, k, j, half, 0, -half) ** 2
        for J in range(0, j2, 2):
            racah = -float(reduced * wigner_6j(j, j, J, j, j, k))
            assert abs(racah - table[J // 2, k // 2 - 1]) < 1e-9
assert np.allclose(25 * tables[3][:, 0], [5, -3], atol=1e-10)

# ---------- energies and multiplicities against full diagonalization ----------
slater = {l: slater_integrals(l) for l in (1, 2, 3, 4)}
energies = {}
largest_error = 0.0
for l, j2 in ((1, 3), (2, 3), (2, 5), (3, 5), (3, 7), (4, 7), (4, 9)):
    f_int = slater[l]
    assert np.all(np.diff(f_int) < 0) and f_int[-1] > 0
    levels = f_int[0] + tables[j2] @ f_int[1:(j2 + 1) // 2]
    energies[l, j2] = levels
    expected = np.sort(np.repeat(levels, [2 * J + 1 for J in range(0, j2, 2)]))
    matrix, _ = coulomb_matrix(l, [j2])
    found = np.linalg.eigvalsh(matrix)
    assert len(found) == len(expected)
    error = np.max(np.abs(found - expected))
    largest_error = max(largest_error, error)
    assert error < 1e-8

# ---------- ordering: partial sums of coefficient differences ----------
partial_sums = {}
for j2 in (3, 5, 7):
    differences = tables[j2][:-1] - tables[j2][-1]
    partial_sums[j2] = np.cumsum(differences, axis=1)
    assert np.all(partial_sums[j2] > -1e-11)
    assert np.all(partial_sums[j2].max(axis=1) > 1e-3)
for (l, j2), levels in energies.items():
    if j2 <= 7:
        assert np.argmin(levels) == len(levels) - 1
# For j = 9/2 the quadrupole term alone prefers J = 6 to J = 8.
assert tables[9][3, 0] < tables[9][4, 0] - 1e-3

# ---------- approach of the complete p^2 shell to the jj limit ----------
F_0, F_2 = slater[1][0], slater[1][1] / 25
E_0, E_2 = F_0 + 5 * F_2, F_0 - 3 * F_2
p_matrix, p_pairs = coulomb_matrix(1, [1, 3])
shifts = {}
for ratio in (10, 100, 1000):
    zeta = ratio * F_2
    orbital = np.array([-zeta] * 2 + [zeta / 2] * 4)
    one_body = np.diag([orbital[a] + orbital[b] for a, b in p_pairs])
    top = np.linalg.eigvalsh(p_matrix + one_body)[-6:] - zeta
    assert np.ptp(top[:5]) < 1e-9
    shifts[ratio] = np.array([top[5] - E_0, top[0] - E_2]) / F_2
assert np.allclose(shifts[100] / shifts[1000], 10, rtol=0.05)

# ---------- printed values ----------
print(f"Gaussian exponent a = {EXPONENT} bohr^-2")
print(f"p shell: F^0 = {F_0:.6f}, F^2 = {slater[1][1]:.6f} hartree")
print(f"p shell: F_2 = F^2/25 = {F_2:.6f} hartree")
print(f"(p3/2)^2 J=0: F_0+5F_2 = {E_0:.6f} hartree")
print(f"(p3/2)^2 J=2: F_0-3F_2 = {E_2:.6f} hartree")
print(f"splitting 8F_2 = {E_0 - E_2:.6f} hartree"
      f" = {(E_0 - E_2) * HARTREE_EV:.4f} eV")
print(f"largest error, 7 shells, full 1/r12: {largest_error:.1e} hartree")
for ratio, (shift0, shift2) in shifts.items():
    print(f"zeta = {ratio} F_2: shift J=0 {shift0:.4f}, J=2 {shift2:.4f} F_2")
print("c_k(m), m = j down to 1/2; D(M), X(M), M = 0,2,..,2j-1 (no unit)")
for j2 in (3, 5, 7):
    for k in range(2, j2, 2):
        c = diagonal_elements(j2, k)[:(j2 + 1) // 2]
        direct, exchange = pair_sums(j2, k)
        print(f"j={j2}/2 k={k} c:", ", ".join(map(frac, c)))
        print("   D:", ", ".join(map(frac, direct[0:j2:2])))
        print("   X:", ", ".join(map(frac, exchange[0:j2:2])))
print("f_k(J) for k = 2,4,..,2j-1 (no unit)")
for j2 in (3, 5, 7):
    for J in range(0, j2, 2):
        print(f"j={j2}/2 J={J} f:", ", ".join(map(frac, tables[j2][J // 2])))
print("partial sums A_k of f_k(J)-f_k(2j-1) (no unit)")
for j2 in (3, 5, 7):
    for J in range(0, j2 - 1, 2):
        print(f"j={j2}/2 J={J} A:",
              ", ".join(map(frac, partial_sums[j2][J // 2])))
for name, l, j2 in (("d5/2", 2, 5), ("f7/2", 3, 7), ("g9/2", 4, 9)):
    print(f"{name} F^2,F^4,..:",
          ", ".join(f"{v:.6f}" for v in slater[l][1:]), "hartree")
    print(f"{name} E(J)-F^0, J=0,2,..:",
          ", ".join(f"{v:.6f}" for v in energies[l, j2] - slater[l][0]),
          "hartree")
print(f"j=9/2: f_2(6) = {tables[9][3, 0]:.5f},"
      f" f_2(8) = {tables[9][4, 0]:.5f} (no unit)")
print(f"g9/2 model shell: lowest J = {2 * int(np.argmin(energies[4, 9]))}")
print("all assertions hold")
```

Running it gives:

```
Gaussian exponent a = 0.1 bohr^-2
p shell: F^0 = 0.267619, F^2 = 0.148677 hartree
p shell: F_2 = F^2/25 = 0.005947 hartree
(p3/2)^2 J=0: F_0+5F_2 = 0.297354 hartree
(p3/2)^2 J=2: F_0-3F_2 = 0.249777 hartree
splitting 8F_2 = 0.047577 hartree = 1.2946 eV
largest error, 7 shells, full 1/r12: 2.5e-15 hartree
zeta = 10 F_2: shift J=0 1.3746, J=2 0.5887 F_2
zeta = 100 F_2: shift J=0 0.1638, J=2 0.0540 F_2
zeta = 1000 F_2: shift J=0 0.0166, J=2 0.0053 F_2
c_k(m), m = j down to 1/2; D(M), X(M), M = 0,2,..,2j-1 (no unit)
j=3/2 k=2 c: -1/5, 1/5
   D: 2/25, -1/25
   X: 0, 2/25
j=5/2 k=2 c: -2/7, 2/35, 8/35
   D: 24/175, -64/1225, -4/245
   X: 0, 48/1225, 24/245
j=5/2 k=4 c: 1/21, -1/7, 2/21
   D: 2/63, -4/441, -1/147
   X: 0, 8/147, 4/441
j=7/2 k=2 c: -1/3, -1/21, 1/7, 5/21
   D: 4/21, -11/441, -38/441, 1/63
   X: 0, 10/441, 32/441, 2/21
j=7/2 k=4 c: 1/11, -13/77, -3/77, 9/77
   D: 4/77, -15/539, 102/5929, -13/847
   X: 0, 20/539, 256/5929, 20/847
j=7/2 k=6 c: -5/429, 25/429, -15/143, 25/429
   D: 100/5577, -25/16731, -1250/184041, -125/184041
   X: 0, 50/1287, 200/14157, 50/61347
f_k(J) for k = 2,4,..,2j-1 (no unit)
j=3/2 J=0 f: 1/5
j=3/2 J=2 f: -3/25
j=5/2 J=0 f: 8/35, 2/21
j=5/2 J=2 f: 4/175, -1/21
j=5/2 J=4 f: -4/35, -1/63
j=7/2 J=0 f: 5/21, 9/77, 25/429
j=7/2 J=2 f: 1/9, -3/77, -25/1287
j=7/2 J=4 f: -5/63, 1/77, -25/1287
j=7/2 J=6 f: -5/63, -3/77, -25/16731
partial sums A_k of f_k(J)-f_k(2j-1) (no unit)
j=3/2 J=0 A: 8/25
j=5/2 J=0 A: 12/35, 143/315
j=5/2 J=2 A: 24/175, 166/1575
j=7/2 J=0 A: 20/63, 328/693, 62432/117117
j=7/2 J=2 A: 4/21, 4/21, 6736/39039
j=7/2 J=4 A: 0, 4/77, 1328/39039
d5/2 F^2,F^4,..: 0.135296, 0.093667 hartree
d5/2 E(J)-F^0, J=0,2,..: 0.039845, -0.001368, -0.016949 hartree
f7/2 F^2,F^4,..: 0.125685, 0.089366, 0.068338 hartree
f7/2 E(J)-F^0, J=0,2,..: 0.044353, 0.009156, -0.010142, -0.013559 hartree
g9/2 F^2,F^4,..: 0.118229, 0.085845, 0.066440, 0.053785 hartree
g9/2 E(J)-F^0, J=0,2,..: 0.046591, 0.016040, -0.003023, -0.012064, -0.010336 hartree
j=9/2: f_2(6) = -0.11754, f_2(8) = -0.04408 (no unit)
g9/2 model shell: lowest J = 6
all assertions hold
```
